\section*{Rayleigh scattering by hydrogen: spectral moments and a zero above Lyman alpha}

\section*{Question}

I am stuck on an exercise about light scattered elastically by a hydrogen atom in its ground state. It asks for the Rayleigh cross section below Lyman alpha as a power series in $\omega^2$, with coefficients obtained from the negative moments of the oscillator-strength distribution. It then asks for the frequency between Lyman alpha and Lyman beta at which the cross section vanishes.

I have two difficulties. First, the moments contain a sum over all bound $p$ states and an integral over the continuum, and I do not see how to get them without doing both numerically. Second, every moment is a sum of positive terms, so every partial sum of my series is positive. How can such a series have a zero? And if the zero is real, does the atom become transparent there?

\section*{Answer}

Your second objection is correct: the series in $\omega^2$ diverges above Lyman alpha and cannot show the zero. The moments still determine it, once the two nearest resonances are treated separately. The sum over states can be avoided altogether, because each moment follows from a polynomial recursion.

I use Hartree atomic units, in which the speed of light is $c=1/\alpha_{\rm fs}$, with $\alpha_{\rm fs}$ the fine-structure constant. The atom is nonrelativistic with an infinitely heavy nucleus. The light is weak, its wavelength is large compared with the atom, and line widths are neglected.

\subsection*{From the scattering amplitude to the cross section}

Let a photon $(\omega,\mathbf e)$ be absorbed and a photon $(\omega',\mathbf e')$ emitted, while the atom goes from $1s$ to an $s$ state $f$. Write $\omega_n=E_n-E_1$. In second-order perturbation theory there are two orderings. If absorption comes first, the intermediate state has no photon and lies above the initial energy by $\omega_n-\omega$. If emission comes first, both photons are present and the excess is $E_n+\omega+\omega'-(E_1+\omega)=\omega_n+\omega'$. Only $p$ states can be intermediate, and because both end states are spherical the amplitude is proportional to $\mathbf e\cdot\mathbf e'$ (real polarization vectors) times
\begin{equation}
M_f=\sum_n\langle f|z|n\rangle\langle n|z|1s\rangle
\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega'}\right].
\label{M}
\end{equation}
The sum includes the continuum.

In a box of volume $V$, the electric dipole coupling contributes $\sqrt{2\pi\omega/V}$ for the absorbed photon and $\sqrt{2\pi\omega'/V}$ for the emitted one. The density of final photon states is $V\omega'^2d\Omega/(2\pi c)^3$, and the incident flux is $c/V$. The golden rule, divided by the flux, gives
\begin{align}
\frac{d\sigma}{d\Omega}
&=\frac Vc\,2\pi\,\frac{2\pi\omega}{V}\,\frac{2\pi\omega'}{V}\,
\frac{V\omega'^2}{8\pi^3c^3}\,M_f^2(\mathbf e\cdot\mathbf e')^2\nonumber\\
&=\alpha_{\rm fs}^4\,\omega\omega'^3M_f^2(\mathbf e\cdot\mathbf e')^2 .
\label{KH}
\end{align}
For scattering direction $\mathbf n$, the two final polarizations span the plane normal to $\mathbf n$, so the sum of $(\mathbf e\cdot\mathbf e')^2$ is $1-(\mathbf e\cdot\mathbf n)^2$. Its integral over directions is $4\pi-4\pi/3=8\pi/3$.

Rayleigh scattering has $f=1s$ and $\omega'=\omega$. The bracket in \eqref{M} is then $2\omega_n/(\omega_n^2-\omega^2)$, and $M_{1s}$ is the dynamic polarizability
\begin{equation}
\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad
f_n=2\omega_n|\langle n|z|1s\rangle|^2 .
\label{alpha}
\end{equation}
Therefore
\begin{equation}
\sigma=\sigma_T\,\omega^4\alpha(\omega)^2,\qquad
\sigma_T=\frac{8\pi}{3}\alpha_{\rm fs}^4a_0^2=6.652\times10^{-29}\ {\rm m^2},
\label{sigma}
\end{equation}
where $\sigma_T$ is the Thomson cross section of a free electron.

\subsection*{The moments without a sum over states}

The Lyman lines lie at $\omega_n=\frac12(1-1/n^2)$, so $\omega_2=3/8$, $\omega_3=4/9$ and $\omega_4=15/32$. For $\omega<\omega_2$ every fraction in \eqref{alpha} can be expanded as a geometric series:
\begin{equation}
\alpha(\omega)=\sum_{k=0}^\infty S_k\omega^{2k},\qquad
S_k=\sum_n\frac{f_n}{\omega_n^{2k+2}} .
\label{series}
\end{equation}
All terms are positive, so the order of summation may be exchanged. $S_k$ is the spectral moment of order $-2k-2$. Inserting $f_n$ leaves $2|\langle n|z|1s\rangle|^2\omega_n^{-(2k+1)}$, and completeness turns the sum into
\begin{equation}
S_k=2\langle1s|\,z\,(H-E_1)^{-(2k+1)}z\,|1s\rangle .
\label{Sk}
\end{equation}
The inverse exists because $z|1s\rangle$ is a $p$ function, and on $p$ functions $H-E_1\ge3/8$.

To apply the inverse, try functions $z\,g(r)e^{-r}$ with $g$ a polynomial. Since $z=r\cos\theta$, the reduced radial function is $u=r^2ge^{-r}$, and
\begin{equation}
u''=e^{-r}\left[r^2g''+4rg'+2g-2r^2g'-4rg+r^2g\right].
\end{equation}
For $l=1$ and $E_1=-\frac12$,
\begin{align}
&\left(-\tfrac12\tfrac{d^2}{dr^2}+\tfrac1{r^2}-\tfrac1r+\tfrac12\right)u\nonumber\\
&=e^{-r}\Big[-\tfrac12r^2g''-2rg'-g+r^2g'+2rg-\tfrac12r^2g\nonumber\\
&\qquad\quad+g-rg+\tfrac12r^2g\Big]\nonumber\\
&=r^2e^{-r}\left[-\tfrac12g''+g'-\tfrac2rg'+\tfrac1rg\right].
\end{align}
Thus $H-E_1$ replaces $g$ by the last bracket. Acting on $r^j$, the bracket gives
\begin{equation}
(j+1)r^{j-1}-\tfrac12j(j+3)r^{j-2},
\end{equation}
because $\frac12j(j-1)+2j=\frac12j(j+3)$. Let the result be a given polynomial $\sum_jb_jr^j$, and let $g=\sum_jg_jr^j$. The power $r^{j-1}$ receives contributions from $g_j$ and $g_{j+1}$:
\begin{equation}
(j+1)g_j-\tfrac12(j+1)(j+4)g_{j+1}=b_{j-1}.
\end{equation}
Hence
\begin{equation}
g_j=\frac{b_{j-1}}{j+1}+\frac{j+4}{2}\,g_{j+1},\qquad b_{-1}=0 .
\label{rec}
\end{equation}
Start at one degree above that of the source, where $g_{j+1}=0$, and work down. The result is regular and normalizable, so it is the unique solution.

The $1s$ density is $e^{-2r}/\pi$ and the angular integral of $\cos^2\theta$ is $4\pi/3$. The integrals needed are therefore
\begin{equation}
I_m=\langle1s|z^2r^m|1s\rangle=\frac43\,\frac{(m+4)!}{2^{m+5}},
\end{equation}
with $I_0=1$, $I_1=5/2$, $I_2=15/2$ and $I_3=105/4$.

For the first moment the source is $1$. Equation \eqref{rec} gives $g_1=\frac12$ and $g_0=2g_1=1$, so one inverse produces $1+r/2$ and
\begin{equation}
S_0=2\left(I_0+\tfrac12I_1\right)=2\left(1+\tfrac54\right)=\tfrac92 ,
\end{equation}
the static polarizability.

For $S_1$ apply the inverse again, now to $b_0=1$, $b_1=\frac12$. This gives $g_2=\frac16$, $g_1=\frac12+\frac52\cdot\frac16=\frac{11}{12}$ and $g_0=\frac{11}6$. Because $H$ is self-adjoint, three inverses can be shared as one on the left and two on the right:
\begin{align}
S_1&=2\left\langle\left(1+\tfrac r2\right)
\left(\tfrac{11}6+\tfrac{11}{12}r+\tfrac16r^2\right)z^2\right\rangle\nonumber\\
&=2\left(\tfrac{11}6I_0+\tfrac{11}6I_1+\tfrac58I_2+\tfrac1{12}I_3\right)\nonumber\\
&=2\cdot\frac{88+220+225+105}{48}=\frac{319}{12}.
\end{align}
Every step uses rational arithmetic, so all the $S_k$ are rational. The next ones are
\begin{equation}
S_2=\frac{297541}{1728}\approx172.188,\quad S_3\approx1162.09,\quad S_4\approx8010.17 .
\end{equation}

\subsection*{The cross section below Lyman alpha}

Squaring \eqref{series} and collecting powers gives
\begin{equation}
\frac{\sigma}{\sigma_T}=\omega^4\sum_{m=0}^\infty c_m\omega^{2m},\qquad
c_m=\sum_{k=0}^mS_kS_{m-k}.
\end{equation}
Thus $c_0=S_0^2=81/4$, $c_1=2S_0S_1=957/4$ and $c_2=2S_0S_2+S_1^2\approx2256.37$, so that
\begin{equation}
\frac{\sigma}{\sigma_T}=\omega^4\left(\frac{81}4+\frac{957}4\omega^2
+2256.37\,\omega^4+\cdots\right),\quad \omega<\frac38 .
\label{answer1}
\end{equation}
The first term is the $\omega^4$ law of a static polarizability. The others describe the approach to resonance.

The truncation error of $\alpha$ can be bounded. Each term of $S_{k+1}$ is the corresponding term of $S_k$ times $1/\omega_n^2\le1/\omega_2^2$, so $S_{k+1}<S_k/\omega_2^2$. The part missing after $K$ terms is therefore positive and smaller than
\begin{equation}
\frac{S_K\omega^{2K}}{1-\omega^2/\omega_2^2}.
\end{equation}

Take $\omega=0.2$, a wavelength of $227.8$ nm. Four terms give
\begin{equation}
\alpha\approx4.5+1.06333+0.27550+0.07437=5.9132 .
\end{equation}
The bound on the remainder is $0.020506/0.715556=0.0287$. The converged value is $5.9417$, so $0.0285$ was missing. Then
\begin{equation}
\frac{\sigma}{\sigma_T}=0.0016\times(5.9417)^2=0.05649,
\end{equation}
or $\sigma=3.758\times10^{-30}\ {\rm m^2}$. The $\omega^4$ law alone gives $0.0016\times20.25=0.0324$, which is 57\% of this. At $\omega=0.1$ it gives $0.002025$ against the full $0.002289$, or 88\%. At $\omega=0.3$ the full ratio has risen to $0.904$.

\subsection*{Why the series cannot show the zero}

Keeping the $2p$ term alone gives $S_k\omega^{2k}>(f_2/\omega_2^2)(\omega/\omega_2)^{2k}$. For $\omega\ge\omega_2$ the terms do not tend to zero, and the series diverges. At large $k$ the $2p$ term dominates $S_k$, so successive terms have the ratio $(\omega/\omega_2)^2$. At the zero found below this is $1.312$. More terms make matters worse.

The spectral sum \eqref{alpha}, however, is still meaningful between the lines. There the $2p$ term is negative, since $\omega>\omega_2$, while all the others are positive. The zero is a cancellation between an oscillator driven above its resonance, which responds in antiphase, and all those driven below theirs.

There is one such cancellation. Differentiating \eqref{alpha} gives
\begin{equation}
\frac{d\alpha}{d(\omega^2)}=\sum_n\frac{f_n}{(\omega_n^2-\omega^2)^2}>0 .
\label{mono}
\end{equation}
Just above $\omega_2$ the polarizability tends to $-\infty$, and just below $\omega_3$ to $+\infty$. It is continuous and increasing in between, so it crosses zero once.

\subsection*{Splitting off the two resonances}

Removing the $2p$ term alone would already extend the convergence up to $\omega_3$ and so reach the zero, but slowly, because the zero lies close to Lyman beta. Removing $3p$ as well makes the convergence faster, so we compute both $f_2$ and $f_3$. The angular factor between $1s$ and an $m=0$ $p$ state is $1/\sqrt3$. For an unnormalized radial function $u$, with $u_{1s}=2re^{-r}$,
\begin{equation}
f=\frac{2\omega_n}3\,\frac{\left(\int_0^\infty u\,r\,u_{1s}\,dr\right)^2}{\int_0^\infty u^2dr}.
\end{equation}
For $2p$, $u=r^2e^{-r/2}$. The dipole integral is $2\cdot4!/(3/2)^5=512/81$ and the norm is $4!=24$, so
\begin{equation}
f_2=\frac14\cdot\frac{(512/81)^2}{24}=\frac{8192}{19683}\approx0.41620 .
\end{equation}
For $3p$, $u=(r^2-r^3/6)e^{-r/3}$. The dipole integral is
\begin{equation}
2\left[\frac{4!}{(4/3)^5}-\frac16\,\frac{5!}{(4/3)^6}\right]=\frac{2187}{512},
\end{equation}
and the norm is
\begin{equation}
\frac{4!}{(2/3)^5}-\frac13\,\frac{5!}{(2/3)^6}+\frac1{36}\,\frac{6!}{(2/3)^7}=\frac{2187}{32}.
\end{equation}
Therefore
\begin{equation}
f_3=\frac8{27}\left(\frac{2187}{512}\right)^2\frac{32}{2187}=\frac{81}{1024}\approx0.07910 .
\end{equation}

Now remove these two states from the moments:
\begin{equation}
R_k=S_k-\frac{f_2}{\omega_2^{2k+2}}-\frac{f_3}{\omega_3^{2k+2}} .
\end{equation}
What remains comes from $n\ge4$ and the continuum. Expanding only those terms of \eqref{alpha} gives
\begin{equation}
\alpha(\omega)=\frac{f_2}{\omega_2^2-\omega^2}+\frac{f_3}{\omega_3^2-\omega^2}
+\sum_{k=0}^\infty R_k\omega^{2k},
\label{split}
\end{equation}
whose series converges for $\omega<\omega_4$. That range contains the whole interval between the two lines. The first coefficient is $R_0=4.5-2.95962-0.40045=1.13993$.

\subsection*{Locating the zero}

Without the remainder, the condition is $f_2(\omega_3^2-\omega^2)+f_3(\omega_2^2-\omega^2)=0$, or
\begin{equation}
\omega^2=\frac{f_2\omega_3^2+f_3\omega_2^2}{f_2+f_3}=0.18844,\qquad \omega=0.4341 .
\end{equation}
The neglected remainder is positive. Since $\alpha$ increases with $\omega$, restoring it moves the zero down, so $0.4341$ is an upper bound.

The same reasoning works after $K$ terms of the remainder. Dropping the tail gives a function below $\alpha$, whose zero lies too high. For a lower bound, note that $R_{k+1}<R_k/\omega_4^2$, by the argument used for $S_k$. The tail is thus smaller than
\begin{equation}
\frac{R_K\omega^{2K}}{1-\omega^2/\omega_4^2}.
\end{equation}
Adding this expression gives a function above $\alpha$, whose zero lies too low. Both comparison functions increase between the lines, so each has one zero there. The bounds close as follows:
\begin{center}
\begin{tabular}{rcc}
$K$ & lower bound & upper bound\\
0 & 0.423836 & 0.434100\\
4 & 0.428953 & 0.430987\\
16 & 0.429527 & 0.429646\\
64 & 0.4295376 & 0.4295377
\end{tabular}
\end{center}
Within this model the answer is
\begin{equation}
\omega_0=0.42954\ {\rm hartree},
\end{equation}
which corresponds to $106.08$ nm. The numerical check obtains the same zero by diagonalizing the $p$-wave Hamiltonian in a Laguerre basis, without using the moments.

A finite nuclear mass rescales all the excitation energies by the reduced mass, and $\omega_0$ with them. For a proton the wavelength becomes $106.13$ nm. Relativistic corrections, of expected relative order $\alpha_{\rm fs}^2\approx5\times10^{-5}$, are not included, so $106.1$ nm is a sensible figure to quote.

\subsection*{What happens at the zero}

Near $\omega_0$ the polarizability is linear, with slope $\alpha'(\omega_0)=631$ from \eqref{mono} multiplied by $2\omega_0$. Hence
\begin{equation}
\frac{\sigma}{\sigma_T}\approx\omega_0^4\,\alpha'(\omega_0)^2(\omega-\omega_0)^2
\approx1.36\times10^4\,(\omega-\omega_0)^2 .
\end{equation}
This holds for detunings small compared with the distance $0.0149$ to Lyman beta. For a detuning of $0.001$ this leading term gives $\sigma/\sigma_T\approx0.014$, with a relative correction of the order of the detuning divided by $0.0149$.

The atom is not transparent at $\omega_0$. Above $\omega=3/8$ it can be left in $2s$ while emitting a photon of frequency $\omega'=\omega-3/8$. This is Raman scattering. In the dipole approximation parity forbids $2p$ as a final state, and levels with $n\ge3$ are out of reach below Lyman beta. Equations \eqref{M} and \eqref{KH} apply with $f=2s$. At the Rayleigh zero $\omega'=0.05454$. The program evaluates the sum \eqref{M} over the eigenstates of its Laguerre basis, and checks it by a finite-difference solution of the response equations; the result is $M_{2s}=82.41$, so
\begin{equation}
\frac{\sigma_{\rm Raman}}{\sigma_T}=\omega_0\omega'^3M_{2s}^2
=0.42954\,(0.05454)^3(82.41)^2\approx0.473 .
\end{equation}
The cross section that vanishes is the elastic one. At $\omega_0$ the Raman cross section alone is still about half the Thomson value.

The open channel also limits the zero itself. A field of amplitude $F$ loses power $\frac12\omega F^2\,{\rm Im}\,\alpha$ to the atom, and its intensity is $cF^2/8\pi$. The loss cross section is therefore $4\pi\omega\alpha_{\rm fs}\,{\rm Im}\,\alpha$. Equating it to the Raman cross section gives
\begin{equation}
{\rm Im}\,\alpha=\frac{2\alpha_{\rm fs}^3}{3\omega_0}\,\frac{\sigma_{\rm Raman}}{\sigma_T}
\approx2.9\times10^{-7}.
\end{equation}
Where the real part vanishes, this leaves, within the nonrelativistic dipole model, an elastic ratio of about $\omega_0^4({\rm Im}\,\alpha)^2\approx3\times10^{-15}$. The zero thus belongs to the lowest order in the coupling to radiation; beyond it, the zero becomes a minimum. This figure is not the depth of the minimum in a real atom. The model omits amplitudes of relative order $\alpha_{\rm fs}^2$, from higher multipoles and from spin-dependent terms. Their dependence on angle and polarization differs from $\mathbf e\cdot\mathbf e'$, so they need not vanish at the same frequency. Their squares are of order $\alpha_{\rm fs}^4\approx3\times10^{-9}$ times coefficients not computed here, and can be much larger than $3\times10^{-15}$. Close to either Lyman line the neglected widths matter much more, and the undamped formula \eqref{alpha} fails there.

\section*{Computed results}
\begin{verbatim}
Exact moments S_k (order -2k-2), atomic units
S_0 = 9/2 = 4.500000
S_1 = 319/12 = 26.583333
S_2 = 297541/1728 = 172.188079
S_3 = 289165453/248832 = 1162.091102
S_4 = 7175468425141/895795200 = 8010.166191
Coefficients c_m of sigma/sigma_T = w^4 sum c_m w^(2m), a.u.
c_0 = 81/4 = 20.250000
c_1 = 957/4 = 239.250000
c_2 = 1299667/576 = 2256.366319
c_3 = 1626820991/82944 = 19613.486099
c_4 = 16276075281641/99532800 = 163524.740404
Thomson cross section = 6.652459e-29 m^2
Lyman alpha w2 = 0.375000, Lyman beta w3 = 0.444444 hartree
next line w4 = 0.468750 hartree
f2 = 8192/19683 = 0.41619672
f3 = 81/1024 = 0.07910156
Partial sums of alpha at w = 0.2 hartree: terms, alpha (a.u.)
  1  4.50000000
  2  5.56333333
  3  5.83883426
  4  5.91320809
  6  5.93943505
  8  5.94149579
 12  5.94167370
alpha(0.2), diagonalization = 5.94167486 a.u.
w (hartree), wavelength (nm), sigma/sigma_T, sigma (m^2)
0.1  455.634  0.00228895  1.52272e-31
0.2  227.817  0.05648560  3.75768e-30
0.3  151.878  0.90392556  6.01333e-29
Remainder coefficients R_k, a.u.
R_0 = 1.13992723
R_1 = 3.50985227
R_2 = 12.26311289
Bounds on the zero (hartree): terms, lower, upper
  0  0.4238360760  0.4340998950
  1  0.4267931000  0.4328368072
  2  0.4280140380  0.4320007286
  4  0.4289528634  0.4309869385
  8  0.4294094652  0.4301036741
 16  0.4295265555  0.4296458677
 32  0.4295374771  0.4295430914
 64  0.4295376521  0.4295376707
100  0.4295376522  0.4295376522
Zero from diagonalization = 0.4295376522 hartree
Zero = 11.68831 eV
Wavelength, infinite nuclear mass = 106.0753 nm
Wavelength, proton mass = 106.1331 nm
Plain series at zero: term ratio k=99 to 100 = 1.31202
Slope d alpha/dw at zero = 630.994 a.u.
Raman photon energy at zero = 0.054538 hartree
Raman amplitude M = 82.40675 a.u. (grid: 82.40724)
Raman sigma/sigma_T at zero = 0.473169
Im alpha from Raman loss = 2.854e-07 a.u.
\end{verbatim}
